# Two nearly open contacts: two-channel Kondo mapping and Majorana crossover, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the island to a Majorana level

### What fails without the result

Take a metallic island joined to two leads by contacts that reflect a small fraction $R_L$, $R_R$ of the electrons. Adding the contacts as classical resistors gives a conductance $(e^2/2h)[1-\tfrac12(R_L+R_R)]$, independent of gate voltage. Adding the charging energy and treating reflection as a perturbation gives, at low temperature, a correction that grows as $1/T$, except at half-integer gate charge with equal contacts. On cooling, this correction comes to exceed the conductance itself, however small the reflection. Where that happens, neither calculation gives the conductance. The theorem below does, by finding the degree of freedom that makes the perturbation series fail.

### Model and conventions

We set $\hbar=k_B=1$ in derivations and keep $e$ explicit; then $h=2\pi$. Laboratory units are used in the example. The assumptions are:

1. The electrons are spin-polarized, and each contact $j=L,R$ carries one channel.
2. The island spectrum is continuous at the temperatures considered. Electrons entering through one contact do not travel coherently to the other, so the contacts are independent wires.
3. The island is in thermal equilibrium, and its charging energy is $E_C(N-N_g)^2$, with $E_C=e^2/2C$, extra electron number $N$ and gate charge $N_g$.
4. The reflection amplitudes $r_j=\sqrt{R_j}>0$ are small and independent of energy. Their phases are absorbed in the origins of the boson fields and of $N_g$.

Wire $j$ has its lead at $x<0$ and the island at $x>0$. Its density fluctuation is $-\partial_x\phi_j/\pi$ with $\phi_j(\infty)=0$, so the number of electrons that entered the island through it is $n_j=\phi_j(0)/\pi$. For velocity $v$ the action is

$$S=\frac1{2\pi}\int dx\,d\tau\left[\frac{(\partial_\tau\phi_j)^2}{v}+v(\partial_x\phi_j)^2\right].$$

At Matsubara frequency $\omega_n=2\pi nT$ the field that minimizes $S$ for given $\phi_j(0)$ decays as $e^{-|\omega_n||x|/v}$. The two terms of the integrand then add to $(2\omega_n^2/v)\int dx\,e^{-2|\omega_n||x|/v}=2|\omega_n|$, so

$$S_0=\frac T\pi\sum_j\sum_n|\omega_n||\phi_j(\omega_n)|^2 .$$

A point scatterer $vr(\psi_R^\dagger\psi_L+{\rm h.c.})$ reflects with amplitude of magnitude $r$ to first order. With cutoff length $\alpha$ and $D=v/\alpha$, the product $\psi_R^\dagger\psi_L$ becomes $e^{2i\phi}/2\pi\alpha$. Therefore

$$H_B=\frac D\pi\sum_j r_j\cos2\phi_j,\qquad H_C=E_C(n_L+n_R-N_g)^2 .$$

### Theorem

Let $T$ and $\Gamma$ be much smaller than $E_C$, with

$$\Gamma=\frac{2e^{\gamma_E}E_C}{\pi^2}\left[r_L^2+r_R^2+2r_Lr_R\cos2\pi N_g\right],$$

where $\gamma_E$ is Euler's constant. To leading order in $r_j$ and $T/E_C$, at any ratio $\Gamma/T$:

**(a)** The low-energy Hamiltonian is that of one local Majorana operator coupled to one Majorana component of a free chiral fermion, with width $\Gamma$.

**(b)** The linear conductance is

$$G=\frac{e^2}{2h}\int d\varepsilon\,(-f')\frac{\varepsilon^2}{\varepsilon^2+\Gamma^2}=\frac{e^2}{2h}\left[1-x\,\psi'(\tfrac12+x)\right],\qquad x=\frac{\Gamma}{2\pi T},$$

with $f$ the Fermi function and $\psi'$ the trigamma function.

**(c)** The same Hamiltonian describes the two-channel Kondo model near its intermediate-coupling fixed point. Gate detuning acts as the magnetic field, and contact mismatch as the channel asymmetry.

As $T\to0$ the conductance tends to $e^2/2h$ when $N_g$ is half-integer and $r_L=r_R$. Charge degeneracy alone does not suffice: a mismatch leaves $\Gamma>0$, and the conductance finally vanishes.

### Lemma 1: charging pins one mode

Define $\phi_{L,R}=(\phi_c\pm\phi_s)/\sqrt2$. The rotation is orthogonal, so $S_0$ keeps its form. The island charge is $\sqrt2\phi_c/\pi$, and

$$H_C=\frac{2E_C}{\pi^2}\,\delta\phi_c^2,\qquad \delta\phi_c=\phi_c-\frac{\pi N_g}{\sqrt2}.$$

The constant shift costs nothing in $S_0$, which vanishes at $\omega_n=0$. Hence

$$S_c=\frac T\pi\sum_n(|\omega_n|+\omega_c)|\delta\phi_c(\omega_n)|^2,\qquad \omega_c=\frac{2E_C}\pi .$$

For $u=\sqrt2\,\delta\phi_c$ this gives

$$\langle u^2\rangle=\pi T\sum_n\frac{e^{-|\omega_n|/D}}{|\omega_n|+\omega_c}.$$

Let $X=\omega_c/2\pi T$. The $n=0$ term is $1/2X$. The others, taken in pairs $\pm n$, give $\sum_{n\ge1}e^{-2\pi nT/D}/(n+X)$. We compare this with $\sum_{n\ge1} e^{-2\pi nT/D}/n\to\ln(D/2\pi T)$ and use $\sum_{n\ge1}[1/(n+X)-1/n]=-\psi(1+X)-\gamma_E$, where $\psi$ without a prime is the digamma function. The result is

$$\Lambda\equiv De^{-\langle u^2\rangle}=2\pi T\exp\left[\gamma_E+\psi(1+X)-\frac1{2X}\right].$$

For $T\ll\omega_c$, $\psi(1+X)=\ln X+1/2X+O(X^{-2})$, and $\Lambda\to e^{\gamma_E}\omega_c$. A direct sum at $D=3000\,\omega_c$ and $T=0.02\,\omega_c$ gave $\Lambda/\omega_c=1.774$, against the limit $e^{\gamma_E}=1.781$.

Now set $\varphi=\sqrt2\phi_s$. The cosines in $H_B$ are $\cos(\pi N_g+u\pm\varphi)$. At energies below $\omega_c$ we replace $e^{iu}$ by its mean $(\Lambda/D)^{1/2}$; Part II restores the dynamics of $u$. Then

$$H_B\to\frac{\sqrt{\Lambda D}}\pi\,{\rm Re}\left[e^{i\varphi}\left(r_Le^{i\pi N_g}+r_Re^{-i\pi N_g}\right)\right]=\frac{\sqrt{\Lambda D}}\pi\,\varrho\cos(\varphi+\theta),$$

where $\theta$ is the phase of the bracket and

$$\varrho^2=r_L^2+r_R^2+2r_Lr_R\cos2\pi N_g .$$

The two reflections interfere because the pinned island charge ties their phases together, even though no electron crosses the island coherently.

### Lemma 2: the remaining cosine is a Majorana coupling

The free correlator of $\varphi$ follows from $S_0$. Since $\varphi=\sqrt2\phi_s$,

$$\tfrac12\langle[\varphi(\tau)-\varphi(0)]^2\rangle=\sum_{n\ge1}\frac{1-\cos\omega_n\tau}{n}e^{-\omega_n/D}=\ln\left[\frac D{\pi T}\sin\pi T\tau\right]\equiv\ln s(\tau).$$

Thus $\langle e^{i\varphi(\tau)}e^{-i\varphi(0)}\rangle=1/s(\tau)$. This is $2\pi\alpha$ times the correlator $T/(2v\sin\pi T\tau)$ of a chiral fermion $\psi$. We therefore write $e^{i\varphi}=\sqrt{2\pi\alpha}\,\eta\psi$, with a Majorana operator $\eta$ that obeys $\eta^2=1$ and anticommutes with $\psi$. Let $\psi=(\chi_1+i\chi_2)/\sqrt2$, with $\{\chi_i(x),\chi_j(y)\}=\delta_{ij}\delta(x-y)$. Since $\psi^\dagger\eta=-\eta\psi^\dagger$,

$$\cos\varphi=\tfrac12\sqrt{2\pi\alpha}\,\eta(\psi-\psi^\dagger)=i\sqrt{\pi\alpha}\,\eta\chi_2,\qquad \sin\varphi=-i\sqrt{\pi\alpha}\,\eta\chi_1 .$$

*Proof that this holds at each order in the cosine.* At order $2m$, with times $\tau_1>\dots>\tau_{2m}$ and $s_{ij}=s(\tau_i-\tau_j)$, the boson gives the sum over neutral charges $q_i=\pm1$ of $\prod_{i<j}s_{ij}^{q_iq_j}$.

For fixed $q$, consider the fermion correlator in which $q_i=+1$ stands for $\psi$ and $q_i=-1$ for $\psi^\dagger$, normalized so that a contraction is $1/s_{ij}$. By Wick's theorem it is, up to sign, the determinant of $1/s_{ij}$ between positive and negative charges. Cauchy's determinant formula, applied to the variables $e^{2\pi iT\tau}$, makes this $\pm\prod_{i<j}s_{ij}^{q_iq_j}$.

The product has no zero at ordered times, so the sign is fixed for each $q$. Bring an adjacent opposite pair together: the correlator tends to the positive contraction of that pair times the correlator of the rest. By induction the sign is plus.

In the product of factors $\eta\psi$ and $-\eta\psi^\dagger$, reordering the $\eta$'s gives $(-1)^m$, and the $m$ explicit minus signs cancel it. Summing over $q$ therefore gives $\langle\prod_i(\psi+\psi^\dagger)\rangle=2^m\,{\rm Pf}(1/s_{ij})$. The Majorana coupling gives the same: the $\eta$'s square away in pairs, and each contraction of $2\sqrt{\pi\alpha}\,\chi_2$ is $2/s_{ij}$. $\square$

The constant $\theta$ is removed by a phase rotation of $\psi$. Hence

$$H=H_0[\chi_1,\chi_2]+ig\,\eta\chi_2(0),\qquad g=\frac{\sqrt{\Lambda D}}\pi\varrho\sqrt{\pi\alpha}=\varrho\sqrt{\frac{\Lambda v}\pi}.$$

This proves (a), with the width $\Gamma=g^2/v$ identified next:

$$\Gamma=\frac{\Lambda\varrho^2}\pi\to\frac{e^{\gamma_E}\omega_c}{\pi}\varrho^2=\frac{2e^{\gamma_E}E_C}{\pi^2}\varrho^2 .$$

### Lemma 3: scattering and current

The commutators $[\eta\chi_2,\eta]=-2\chi_2$ and $[\eta\chi_2(0),\chi_2(x)]=\eta\,\delta(x)$ give

$$\dot\eta=2g\chi_2(0),\qquad (\partial_t+v\partial_x)\chi_2=-g\eta\,\delta(x).$$

Thus $\chi_2^{out}=\chi_2^{in}-g\eta/v$, and the value at the origin is the mean of the two sides. It follows that $\dot\eta=2g\chi_2^{in}-\Gamma\eta$. For time dependence $e^{-i\varepsilon t}$,

$$\chi_2^{out}=\mathcal S\chi_2^{in},\qquad \mathcal S=1-\frac{2\Gamma}{\Gamma-i\varepsilon}=\frac{\varepsilon-i\Gamma}{\varepsilon+i\Gamma},\qquad \chi_1^{out}=\chi_1^{in}.$$

In terms of $\psi$, the outgoing wave is $\frac{1+\mathcal S}2\psi^{in}+\frac{1-\mathcal S}2\psi^{\dagger in}$. A particle leaves as a particle with probability $\mathcal T=\varepsilon^2/(\varepsilon^2+\Gamma^2)$, and as a hole with probability $\mathcal A=\Gamma^2/(\varepsilon^2+\Gamma^2)$. Wave matching on a lattice with hopping 1 and a weakly coupled Majorana level gave $\mathcal A=0.5004$ at $\varepsilon=\Gamma$, where the formula gives $0.5$.

These particles are collective: $\psi$ is not an electron. We must trace how it carries current. The number of electrons transferred from left to right is

$$M=\frac{n_L-n_R}2=\frac{\varphi(0)}{2\pi}.$$

The scatterer acts on the part of $\phi_s$ even in $x$, which is $F(t+|x|/v)+K(t-|x|/v)$, the incoming and outgoing waves. At the origin $\phi_s=F+K$, and without scattering $F=K$. The chiral field therefore has $\varphi^{in}=2\sqrt2F$, $\varphi^{out}=2\sqrt2K$ and $\varphi(0)=\frac12(\varphi^{in}+\varphi^{out})$. Choosing which of $\psi,\psi^\dagger$ is called the particle so that its current is $J=\dot\varphi/2\pi$, we obtain

$$I=e\dot M=\frac e2(J^{in}+J^{out}).$$

At zero reflection, contact $j$ passes $(\mu_j-\mu_I)/2\pi$ electrons per unit time into the island, whose potential is $\mu_I$. With $\mu_L-\mu_R=eV$ this gives $\dot M=eV/4\pi$, so incoming $\psi$ particles have potential $\mu=eV/2$. For linear dispersion the bias adds a uniform classical density to the thermal boson state, so their distribution is $f(\varepsilon-\mu)$. Incoming holes contribute $1-f(-\varepsilon-\mu)=f(\varepsilon+\mu)$. To first order in $\mu$,

$$J^{in}=\frac\mu{2\pi},\qquad J^{out}=\frac\mu{2\pi}\int d\varepsilon\,(-f')(\mathcal T-\mathcal A).$$

As $\mathcal T+\mathcal A=1$, half their sum is $(\mu/2\pi)\int d\varepsilon\,(-f')\mathcal T$. With $\mu=eV/2$ and $h=2\pi$ restored, this is the integral in (b).

For the closed form, write $\Gamma/(\varepsilon^2+\Gamma^2)=\int_0^\infty dt\,e^{-\Gamma t}\cos\varepsilon t$ and use $\int d\varepsilon(-f')\cos\varepsilon t=\pi Tt/\sinh\pi Tt$. With $z=2\pi Tt$,

$$\int d\varepsilon(-f')\frac{\Gamma^2}{\varepsilon^2+\Gamma^2}=x\int_0^\infty dz\,\frac{z\,e^{-(x+1/2)z}}{1-e^{-z}}=x\,\psi'(\tfrac12+x).$$

This proves (b). $\square$

**Remark (limits).** For $T\gg\Gamma$, $\psi'(\frac12)=\pi^2/2$ gives $G\simeq(e^2/2h)(1-\pi\Gamma/4T)$, the growing correction of the perturbative calculation. For $T\ll\Gamma$, replacing the denominator by $\Gamma^2$ gives $G\simeq(e^2/2h)\,\pi^2T^2/3\Gamma^2$. The island then blocks current, although each contact alone is nearly transparent.

## Part II. Kondo identification, corrections and an example

From Part I we keep the following. The contacts have reflection amplitudes $r_L,r_R$; the gate charge is $N_g$; $\omega_c=2E_C/\pi$ is the relaxation rate of the island charge, and $\Lambda\to e^{\gamma_E}\omega_c$ at low temperature. The fluctuation of the charge mode is $u$, and $\varphi/2\pi$ counts transferred electrons. The field $\varphi$ becomes a fermion $\psi=(\chi_1+i\chi_2)/\sqrt2$ and a local Majorana $\eta$ through $\cos\varphi=i\sqrt{\pi\alpha}\,\eta\chi_2$ and $\sin\varphi=-i\sqrt{\pi\alpha}\,\eta\chi_1$, with cutoff length $\alpha=v/D$. A coupling $ig\eta\chi$ gives width $g^2/v$. The width is $\Gamma=\Lambda\varrho^2/\pi$ with $\varrho^2=r_L^2+r_R^2+2r_Lr_R\cos2\pi N_g$, and the conductance is given by theorem (b).

### Lemma 4: the tunnelling island is a two-channel Kondo model

Consider the opposite limit of weak tunnelling amplitudes $t_j$, near $N_g=\frac12$. Keep the charge states $N=0,1$ as a spin $S_z=\mp\frac12$. Their energy difference is $\Delta=E_C[(1-N_g)^2-N_g^2]=E_C(1-2N_g)$. Call an electron at contact $j$ "up" in the lead and "down" in the island. Tunnelling in lowers this pseudospin and raises $S_z$:

$$H=H_0+\sum_{j=L,R}\frac{J_j}2\left(S^+s_j^-+{\rm h.c.}\right)+\Delta S_z,\qquad J_j=2t_j .$$

Within the two charge states this is the anisotropic two-channel Kondo model. The contacts are the channels; they are independent by assumption 2. The bare coupling $J_zS_z\sum_js_j^z$ is absent.

The low-energy structure is explicit at $J_z=2\pi v$, the Emery–Kivelson point. Bosonize the fermions as $e^{i\Phi_{j\sigma}}/\sqrt{2\pi\alpha}$, with Klein factors understood, and let $\Phi_{L,R\uparrow}-\Phi_{L,R\downarrow}=\Phi_s\pm\Phi_f$. Then $s_{L,R}^-=e^{i(\Phi_s\pm\Phi_f)}/2\pi\alpha$.

Apply $U=e^{iS_z\Phi_s(0)}$. Since $U^\dagger S^+U=S^+e^{-i\Phi_s}$, the field $\Phi_s$ leaves the exchange term. The density $n_s=\partial_x\Phi_s/2\pi=\sum_js_j^z$ obeys $[n_s(x),\Phi_s(y)]=i\delta(x-y)$, so $U^\dagger n_sU=n_s-S_z\delta(x)$. The kinetic term $\pi v\int n_s^2$ produces $-2\pi vS_zn_s(0)$, which cancels the $J_z$ term. With $S^+=S_x+iS_y$ the rest is

$$\frac1{2\pi\alpha}\left[(J_L+J_R)S_x\cos\Phi_f-(J_L-J_R)S_y\sin\Phi_f\right].$$

Refermionize $\Phi_f$ as in Lemma 2, with a Majorana factor $\kappa$ and new components again called $\chi_1,\chi_2$. Define $b=2S_x\kappa$ and $a=2S_y\kappa$. These anticommute, square to one, and give $S_z=\frac i2ab$. Hence

$$H=H_0+ig_+b\chi_2+ig_-a\chi_1+\frac{i\Delta}2ab,\qquad g_\pm=\frac{J_L\pm J_R}{4\sqrt{\pi\alpha}},\quad \Gamma_\pm=\frac{g_\pm^2}v=\frac{(J_L\pm J_R)^2}{16\pi\alpha v}.$$

The equations of motion, by the commutators of Lemma 3, are

$$\dot a=-\Gamma_-a+\Delta b+2g_-\chi_1^{in},\qquad \dot b=-\Gamma_+b-\Delta a+2g_+\chi_2^{in}.$$

Let $|\Delta|$ and $\Gamma_-$ be much smaller than $\Gamma_+$, as they are near the fixed point. At energies well below $\Gamma_+$, $\dot b$ is then negligible against $\Gamma_+b$, so $b=(-\Delta a+2g_+\chi_2^{in})/\Gamma_+$. Inserting this,

$$\dot a=-\left(\Gamma_-+\frac{\Delta^2}{\Gamma_+}\right)a+2g_-\chi_1^{in}+2g'\chi_2^{in},\qquad g'=\frac{g_+\Delta}{\Gamma_+}.$$

The outgoing field is $\chi_2^{out}=\chi_2^{in}-g_+b/v=-\chi_2^{in}+g'a/v$. Let $\tilde\chi_2$ equal $\chi_2$ before the impurity and $-\chi_2$ after it. Then $\tilde\chi_2^{out}=\tilde\chi_2^{in}-g'a/v$, the rule for an ordinary coupling. The low-energy Hamiltonian is therefore

$$H_K=H_0+ia\left[g_-\chi_1(0)+g'\tilde\chi_2(0)\right]. \qquad\square$$

Theorem (a) and (b) are now proved, and the tunnelling island, taken at $J_z=2\pi v$, has been reduced to the low-energy Hamiltonian $H_K$. It remains to show that the nearly open island takes the same form, which proves (c), and to treat the corrections, a worked example and the limits of the theorem.
